# Low-energy scattering of channel electrons by a hard disk

## 1. What dimensions fix, and what they leave open

An electron of effective mass $m$ and energy $E=\hbar^2k^2/2m$ moves in a plane outside an impenetrable disk of radius $a$. Its wave function obeys

$$(\nabla^2+k^2)\psi=0\quad(r>a),\qquad \psi(a,\theta)=0. \tag{1}$$

Mass and $\hbar$ enter through $k$ alone, so the problem contains two lengths, $1/k$ and $a$. In two dimensions the total cross-section $\lambda$ is itself a length: the width of incident beam whose flux is scattered. Therefore

$$\lambda=\frac{1}{k}\,\Phi(ka). \tag{2}$$

Here "scattering length" means this $\lambda$, not the zero-energy parameter of effective-range theory.

Dimensions do not give $\Phi$. At $k=0$ the rotationally symmetric solution of (1) is $\ln(r/a)$, which does not level off at large $r$. The disk is felt out to $r\sim1/k$, where the logarithm is about $|\ln ka|$. This suggests an amplitude proportional to $1/\ln ka$ and a cross-section proportional to $1/(k\ln^2ka)$. The derivation below confirms this and supplies the factor $\pi^2$ and the corrections, which still amount to 17% at $ka=0.01$.

## 2. Cross-section from the complete wave

Far from the disk, for a wave incident along $x$,

$$\psi\to e^{ikx}+f(\theta)\frac{e^{ikr}}{\sqrt r}. \tag{3}$$

The incident flux density is $\hbar k/m$. The scattered radial flux density is $(\hbar/m)\,\mathrm{Im}(\psi_s^*\partial_r\psi_s)\to\hbar k|f|^2/(mr)$. Multiplying by $r\,d\theta$, integrating and dividing by the incident flux density gives

$$\lambda=\int_0^{2\pi}|f(\theta)|^2\,d\theta. \tag{4}$$

The generating function $e^{(z/2)(t-1/t)}=\sum_\ell J_\ell(z)t^\ell$ with $t=ie^{i\theta}$, for which $t-1/t=2i\cos\theta$, expands the incident wave:

$$e^{ikr\cos\theta}=\sum_{\ell=-\infty}^{\infty}i^\ell J_\ell(kr)e^{i\ell\theta}. \tag{5}$$

The scattered wave may contain only outgoing functions $H_\ell=J_\ell+iY_\ell$. Write

$$\psi=\sum_\ell i^\ell\,[J_\ell(kr)-c_\ell H_\ell(kr)]\,e^{i\ell\theta}. \tag{6}$$

The angular factors are independent, so each bracket vanishes at $r=a$:

$$c_\ell=\frac{J_\ell(ka)}{H_\ell(ka)},\qquad |c_\ell|^2=\frac{J_\ell^2}{J_\ell^2+Y_\ell^2}. \tag{7}$$

At large $r$, $H_\ell(kr)\to\sqrt{2/(\pi kr)}\,e^{i(kr-\ell\pi/2-\pi/4)}$. The factor $e^{-i\ell\pi/2}$ cancels $i^\ell$, and comparison with (3) gives

$$f(\theta)=-\sqrt{\frac{2}{\pi k}}\,e^{-i\pi/4}\sum_\ell c_\ell e^{i\ell\theta}. \tag{8}$$

In (4) the cross terms integrate to zero and each square gives $2\pi$:

$$\lambda=\frac{2}{\pi k}\,2\pi\sum_\ell|c_\ell|^2
=\frac4k\sum_\ell\frac{J_\ell^2(ka)}{J_\ell^2(ka)+Y_\ell^2(ka)}. \tag{9}$$

This holds at any energy. Since $|c_\ell|^2\le1$, one angular order contributes at most $4/k$.

Flux conservation supplies a check on signs. From (7), $c_\ell=J_\ell(J_\ell-iY_\ell)/(J_\ell^2+Y_\ell^2)$, so $\mathrm{Re}\,c_\ell=|c_\ell|^2$. Setting $\theta=0$ in (8) then gives the optical theorem in this convention,

$$\lambda=-\sqrt{\frac{8\pi}{k}}\;\mathrm{Re}\,[e^{i\pi/4}f(0)]. \tag{10}$$

## 3. The logarithm and its constant

Let $z=ka\ll1$. The constant beside the logarithm matters, so it is derived here. The decaying function $K_0$ has the representation

$$K_0(x)=\frac12\int_0^\infty e^{-s-x^2/4s}\,\frac{ds}{s}
=\int_{x/2}^\infty e^{-s-x^2/4s}\,\frac{ds}{s}. \tag{11}$$

The second form follows because $s\to x^2/4s$ exchanges the two parts of the range. In it $x^2/4s\le x/2$, so this term can be dropped as $x\to0$. Integration by parts, with $\gamma=-\int_0^\infty e^{-s}\ln s\,ds$, gives

$$K_0(x)\to\int_{x/2}^\infty\frac{e^{-s}}{s}ds\to-\ln\frac x2-\gamma. \tag{12}$$

For $z=ix$, $H_0(z)$ solves the same equation as $K_0(x)$ and also decays. Their large-$x$ forms, $-i\sqrt{2/\pi x}\,e^{-x}$ and $\sqrt{\pi/2x}\,e^{-x}$, fix $H_0(ix)=-(2i/\pi)K_0(x)$. Putting $\ln(x/2)=\ln(z/2)-i\pi/2$ into (12),

$$H_0(z)\to-\frac{2i}{\pi}\left[-\ln\frac z2+\frac{i\pi}{2}-\gamma\right]
=1+\frac{2i}{\pi}L,\qquad L=\ln\frac{ka}{2}+\gamma. \tag{13}$$

Thus $J_0\to1$ and $Y_0\to2L/\pi$. The series solutions of Bessel's equation proceed in $z^2$, apart from the logarithm, so the corrections are of order $z^2$ times logarithms. From (7),

$$|c_0|^2=\frac{1}{1+4L^2/\pi^2}=\frac{\pi^2/4}{L^2+\pi^2/4}. \tag{14}$$

For $\ell\ge1$, $J_\ell\simeq Az^\ell$ with $A=1/(2^\ell\ell!)$, and $Y_\ell\simeq-Bz^{-\ell}$. The Wronskian $J_\ell Y_\ell'-J_\ell'Y_\ell=2/(\pi z)$, whose constant follows from the large-$z$ cosine and sine forms, becomes $2\ell AB/z=2/(\pi z)$. Hence $B=1/(\pi\ell A)$ and

$$\frac{J_\ell}{Y_\ell}\simeq-\pi\ell A^2z^{2\ell}
=-\frac{\pi(z/2)^{2\ell}}{\ell!\,(\ell-1)!}. \tag{15}$$

The orders $\ell=\pm1$ dominate the remainder and together add $2(\pi z^2/4)^2=\pi^2z^4/8$ to $\sum|c_\ell|^2$. The centrifugal barrier keeps these waves away from a small disk. Dropping them,

$$\boxed{\lambda\simeq\frac{\pi^2}{k\,[L^2+\pi^2/4]}},\qquad ka\ll1. \tag{16}$$

I call (16) the s-wave law.

## 4. The short law and its slow convergence

Let $\Lambda=|\ln ka|$ with $ka<1$, and $b=\ln2-\gamma\simeq0.116$. Then $L=-(\Lambda+b)$. As $ka\to0$, $\Lambda$ exceeds every constant and (16) becomes

$$\lambda\to\frac{\pi^2}{k\ln^2(ka)}. \tag{17}$$

I call (17) the short law. Its ratio to (16) is

$$\frac{\lambda_{(17)}}{\lambda_{(16)}}
=\frac{(\Lambda+b)^2+\pi^2/4}{\Lambda^2}
=1+\frac{2b}{\Lambda}+\frac{b^2+\pi^2/4}{\Lambda^2}. \tag{18}$$

Every correction is positive, so (17) overestimates (16). The last term, which comes mainly from the $\pi^2/4$ required by flux conservation, outweighs the $1/\Lambda$ term until $\Lambda$ reaches about 11. Compared with the full sum (9), the laws give:

| $ka$ | (17)/(9) | (16)/(9) |
|---|---|---|
| $10^{-1}$ | 1.566 | 0.998 |
| $10^{-2}$ | 1.167 | 1.000 |
| $10^{-4}$ | 1.054 | 1.000 |
| $10^{-8}$ | 1.020 | 1.000 |

The excess of the short law falls to 10% at $ka=1.9\times10^{-3}$. It also diverges falsely at $ka=1$, and in a thermal average it overstates the scattering of electrons whose $ka$ approaches 1. For the total cross-section, an implementation can use (16) for $ka\lesssim0.1$ and (9) above that. Mobility needs the transport length (20) of Section 5, which (16) already overestimates by 2% at $ka=0.1$.

In the limit, $k\lambda\to0$ while $\lambda/a\to\infty$. The disk becomes a weak scatterer measured against the wavelength, yet its cross-section grows far beyond its diameter.

Two independent solutions support these results. A wave built from point sources inside the disk, without angular orders, reproduced $\lambda$ and the transport length of Section 5 at $ka=0.02$, 0.18 and 1 to a relative $4\times10^{-15}$. Direct integration of the radial equation at $ka=10^{-4}$, $10^{-3}$ and $10^{-2}$ agreed with (16) to a relative $1.4\times10^{-5}$.

## 5. From cross-section to mobility

Current decays through loss of forward momentum. For independent defects of areal density $n_d$ and electron speed $v$, elastic scattering acts on a distribution proportional to $\cos\theta$ as

$$n_dv\int|f(\varphi)|^2[\cos\theta-\cos(\theta+\varphi)]\,d\varphi
=n_dv\lambda_{tr}\cos\theta,$$

$$\lambda_{tr}=\int|f|^2(1-\cos\varphi)\,d\varphi. \tag{19}$$

The $\sin\theta\sin\varphi$ term vanishes because $|f|^2$ is even. Hence $1/\tau=n_dv\lambda_{tr}$. In the integral of $|f|^2\cos\varphi$, only neighbouring orders survive, each with $\int\cos\varphi\,e^{\pm i\varphi}d\varphi=\pi$, so

$$\lambda_{tr}=\frac4k\sum_\ell\left[|c_\ell|^2-\mathrm{Re}(c_\ell c_{\ell+1}^*)\right]. \tag{20}$$

At low energy the pairs $(0,1)$ and $(-1,0)$ dominate the second term. From (15), $c_{\pm1}\simeq i\pi z^2/4$. From (7), $\mathrm{Im}\,c_0=-(Y_0/J_0)|c_0|^2=(2/\pi)|L||c_0|^2$. The two pairs add $2(\pi z^2/4)\,\mathrm{Im}\,c_0=z^2|L||c_0|^2$, and

$$\frac{\lambda-\lambda_{tr}}{\lambda}\simeq(ka)^2|L|. \tag{21}$$

Interference of the s wave with the next order favours forward scattering slightly. The effect vanishes as $ka\to0$, so (16) and (17) are also the limits of $\lambda_{tr}$.

For non-degenerate electrons in a weak field $F$ along $x$, the equilibrium distribution $g_0\propto e^{-E/k_BT}$ changes by $g_1=eF\tau v_x\,\partial g_0/\partial E=-eF\tau v_xg_0/k_BT$. The magnitude of the mean velocity divided by $F$ is the mobility, $\mu=e\langle v_x^2\tau\rangle/k_BT$. Isotropy replaces $v_x^2$ by $v^2/2=E/m$. The density of states is constant in two dimensions, so with $x=E/k_BT$

$$\mu=\frac em\int_0^\infty xe^{-x}\tau\,dx
=\frac{e}{\hbar n_d}\int_0^\infty\frac{xe^{-x}}{k\lambda_{tr}}\,dx. \tag{22}$$

The second form uses $v=\hbar k/m$. At low energy $k\lambda_{tr}$ varies only logarithmically, so in that limit the defect-limited mobility of this model varies with temperature more slowly than any power law. The limit is approached slowly: for the example of Section 7 the local exponent $d\ln\mu/d\ln T$ is about $-0.27$ at both 77 K and 300 K, and still $-0.15$ at 0.01 K.

## 6. A barrier of finite height

Let the disk be a potential step $V_0$, with the same mass inside, and define $\kappa=\sqrt{2mV_0}/\hbar$. At zero energy the inner solution is $I_0(\kappa r)$ and the outer one is $\ln(r/a_e)$. Equating $r\psi'/\psi$ at $r=a$,

$$\kappa a\frac{I_1(\kappa a)}{I_0(\kappa a)}=\frac{1}{\ln(a/a_e)},\qquad
a_e=a\exp\left[-\frac{I_0(\kappa a)}{\kappa a\,I_1(\kappa a)}\right]. \tag{23}$$

For $a\ll r\ll1/k$ the outer wave is the one produced by a hard disk of radius $a_e$. Equation (16) therefore holds with $a$ replaced by $a_e$, provided $ka\ll1$ and $E\ll V_0$. For $\kappa a\gg1$, $a_e\simeq a-1/\kappa$: the wall recedes by one penetration depth. For $\kappa a\ll1$, the series $I_0(x)\simeq1+x^2/4$ and $I_1(x)\simeq(x/2)(1+x^2/8)$ give $I_0/(xI_1)\simeq2/x^2+1/4$, so $a_e\simeq a\,e^{-1/4-2/(\kappa a)^2}$, and a weak obstacle acts as an exponentially small hard disk.

## 7. Example: a thin silicon channel at 77 K

Consider a 5 nm silicon film under a high-k/metal gate of 1 nm equivalent oxide thickness, in weak inversion with $10^9$ cm$^{-2}$ electrons. Neutral, oxide-filled pinholes of radius 1 nm and density $10^{11}$ cm$^{-2}$ cross the whole film. The motion across the film then separates, and the in-plane problem is (1). The lowest (100) valleys have an isotropic in-plane mass, roughly $0.19\,m_e$.

At $E=k_BT=6.635$ meV, $k=0.1819$ nm$^{-1}$ and $ka=0.1819$. Then

$$L=\ln(0.0910)+0.5772=-1.820,\qquad
\lambda_{(16)}=\frac{9.870}{0.1819\,(3.313+2.467)}=9.39\ \text{nm},$$

$$\lambda_{(17)}=\frac{9.870}{0.1819\,(1.704)^2}=18.7\ \text{nm}.$$

The full sum gives 9.46 nm. The s-wave law is low by 0.8%, while the short law is high by a factor of 1.97. The transport length is 8.91 nm, 5.9% below $\lambda$; equation (21) predicts $0.0331\times1.820=6.0\%$.

For the mobility, $e/(\hbar n_d)=1.519$ m$^2$/Vs, or 15,190 cm$^2$/Vs. Dividing by $k\lambda_{tr}=1.621$ gives 9,370 cm$^2$/Vs at $E=k_BT$. The average (22) is 8,560 cm$^2$/Vs (0.856 m$^2$/Vs). It is lower because the weight $xe^{-x}$ has its mean at $x=2$, where $k\lambda_{tr}$ is larger. With the s-wave law in place of $k\lambda_{tr}$ the average is 8,030 cm$^2$/Vs; with the short law it is 3,680 cm$^2$/Vs, 57% below the full result.

## 8. What the hard-disk model omits here

**Barrier height.** A rough oxide barrier of 3 eV gives $\kappa a=3.87$ and $a_e=0.74$ nm. At the same $k$, $\lambda$ falls from 9.46 to 7.82 nm, and the averaged mobility rises by 18% to 10,100 cm$^2$/Vs. This keeps the silicon mass inside the oxide. With an oxide mass of 0.42 to 0.5 $m_e$, and $\psi'/m$ continuous at the wall, the rise is 26 to 28%.

**Phonons.** Treat long-wavelength bulk acoustic modes as a static random strain. Equipartition gives each mode in volume $\Omega$ a mean-square strain $k_BT/(\rho v_s^2\Omega)$, with mass density $\rho$ and sound speed $v_s$. A deformation potential $D$ turns strain into energy. Summing over wave vectors across the film gives the overlap $\int\zeta^4dy=3/(2W)$ for the lowest state $\zeta=\sqrt{2/W}\sin(\pi y/W)$ of a film of thickness $W$. The golden rule, with $m/(2\pi\hbar^2)$ final states per area and energy, yields

$$\frac1{\tau_{ac}}=\frac{2\pi}{\hbar}\,\frac{D^2k_BT}{\rho v_s^2}\,\frac{3}{2W}\,\frac{m}{2\pi\hbar^2}. \tag{24}$$

For rough values $D=10$ eV, $\rho=2330$ kg/m$^3$ and $v_s=9000$ m/s, phonons alone give about 14,500 cm$^2$/Vs. Adding the rates inside (22) lowers the hard-disk mobility by 38%, to 5,310 cm$^2$/Vs. The static treatment is only approximate here, because the phonons involved carry on average 0.5 to 0.6 $k_BT$ at 77 K. Allowing for the energy exchanged raises the two values by about 11% and 5%.

**Charge.** A long-wavelength charge in mid-film is compensated by the gate through a capacitance per area $C$, that of the oxide in series with half the film (about 0.019 F/m$^2$ for relative permittivities 3.9 and 11.7), so one elementary charge has an integrated potential energy of about $e^2/C$. Its dimensionless strength $me^2/(C\hbar^2)$ is 21 in this long-wavelength limit. The strength is smaller at the wave-number transfers of thermal electrons, up to about $2k$, but stays above one, whereas weak scattering needs a value well below one. A charged pinhole is thus a different problem, not a small correction.

**Other electrons.** The non-degenerate response relative to gate compensation is $e^2N/(k_BTC)=0.013$ for electron density $N$, and $N$ divided by the density of states $4m/(2\pi\hbar^2)$ (two spins, two valleys) times $k_BT$ is $9\times10^{-4}$. Both are small in weak inversion. In a degenerate channel the first measure becomes their quotient, about 13.5. The electrons then reshape the potential, and the bare disk should not be used without a self-consistent calculation.

**Many defects and higher subbands.** The mean free path at $E=k_BT$ is 112 nm, and $1/(k\times\text{path})=0.05$ indicates the scale of multiple-scattering corrections. For an infinite well, with parabolic bands and mass $0.92\,m_e$ across the film, the second subband lies 49 meV up, with Boltzmann factor $6\times10^{-4}$ at 77 K but 0.15 at 300 K. The four other valleys, heavier along one in-plane direction and with mass $0.19\,m_e$ across the film, start 63 meV up in the same infinite well, with a population relative to the lowest subband of $3\times10^{-4}$ at 77 K and 0.39 at 300 K. These valley figures are sensitive to the walls. With a 3 eV barrier, an oxide mass of 0.42 to 0.5 $m_e$ and $\psi'/m$ continuous, the second subband lies 46 meV up, the four valleys start 43 to 44 meV up, and their population is $6$ to $7\times10^{-3}$ at 77 K and about 0.8 at 300 K. The defect-limited value at 300 K, 5,920 cm$^2$/Vs with $ka=0.36$, therefore describes the lowest subband only, with phonons left out.

Set beside a real thin-film transistor cooled to 77 K, the film and oxide thicknesses are realistic. The pinhole density is deliberately extreme: ten through-film holes in a square of side 100 nm would be a badly damaged film. Since (22) scales as $1/n_d$, a hundredfold lower density raises the defect-limited mobility a hundredfold, and other mechanisms then set the total. Of the two omissions whose effect on the mobility is computed above, finite barrier height and phonons, the phonons move the number more. The hard disk also leaves out the image-charge repulsion of an electron by the pinhole's oxide, which has a lower permittivity than silicon. This repulsion exceeds $k_BT$ within about 0.7 nm of the wall, but in an estimate with bulk silicon around the pinhole it lowers the hard-disk mobility by only about 3%. Film roughness, remote charges and remote phonons of the high-k stack are not included either, so 8,560 cm$^2$/Vs is a partial mobility within this model, not a device prediction. The numerical output below lists the inputs and results.

## Computed values

```
point-source wave vs sum, worst: 3.6e-15
radial equation vs s-wave law, worst: 1.4e-05
ka=1e-01: short/full 1.5657, s-wave/full 0.99814
ka=1e-02: short/full 1.1673, s-wave/full 0.99999
ka=1e-04: short/full 1.0544, s-wave/full 1.00000
ka=1e-08: short/full 1.0199, s-wave/full 1.00000
short law 10% too large at ka = 1.89e-03
in-plane mass: 0.19 m_e; normal: 0.92 m_e
disk radius: 1.0 nm; film: 5.0 nm
equivalent oxide thickness: 1.0 nm
relative permittivity: oxide 3.9, silicon 11.7
temperature: 77 K
defect density: 1.0e+11 cm^-2
carrier density: 1.0e+09 cm^-2
thermal energy kT: 6.635 meV
k at E = kT: 0.1819 nm^-1
ka: 0.1819; ln(ka): -1.7043; L: -1.8202
lambda, short law: 18.680 nm
lambda, s-wave law: 9.386 nm
lambda, full sum: 9.463 nm
lambda_tr, full sum: 8.909 nm
s-wave upper bound 4/k: 21.989 nm
relative shift, order cut 6 to 12: 2.2e-16
mobility, short law: 3679 cm2/Vs
mobility, s-wave law: 8031 cm2/Vs
mobility, full sum: 8563 cm2/Vs
mobility, momentum-plane sum: 8563 cm2/Vs
barrier: 3.0 eV; kappa*a: 3.868
effective radius, finite barrier: 0.740 nm
lambda, finite barrier: 7.816 nm
mobility, finite barrier: 10121 cm2/Vs
deformation potential: 10.0 eV
mass density: 2330 kg/m3; sound: 9000 m/s
mobility, acoustic phonons alone: 14460 cm2/Vs
mobility, defects and phonons: 5310 cm2/Vs
mean free path, defects: 112.3 nm
1/(k * mean free path): 0.0490
degeneracy n/(states*kT): 9.49e-04
screening e^2 n/(kT C): 1.28e-02
second subband gap: 49.0 meV
its Boltzmann factor at 77 K: 6.2e-04
its Boltzmann factor at 300 K: 0.150
ka at 300 K: 0.3591
defect mobility at 300 K: 5920 cm2/Vs
unit-charge strength m e^2/(C hbar^2): 21.2
```
